\section*{Direct and indirect relativistic effects on gold's 6s and 5d orbitals, part 3}

For the neutral gold atom ($Z=79$, $[\mathrm{Xe}]\,4f^{14}5d^{10}6s^{1}$), relativistic changes of orbital energies $\varepsilon$ and mean radii $\langle r\rangle$ are split into direct and indirect parts. Hartree atomic units are used. S is the Schr\"odinger equation ($c\to\infty$), D the Dirac equation at $c_0=137.036$; $V_S,V_D$ are their self-consistent potentials (point nucleus, Hartree term $V_H$, local exchange $v_x$). A property $X$ has values $A=X[S,V_S]$, $B=X[D,V_S]$, $C=X[S,V_D]$, $E=X[D,V_D]$. Direct is $B-A$, indirect $E-B$; the cross term $E-B-C+A$ is $O(\lambda^2)$ and is expected to be positive for energies when the Dirac orbital is more compact and $V_D-V_S$ is larger at small $r$. The $5d$ average has weights $0.4$ ($5d_{3/2}$) and $0.6$ ($5d_{5/2}$).

$P,Q$ are the large and small radial components, $D=d/dr+\kappa/r$, $D^\dagger=-d/dr+\kappa/r$, $\kappa=-1,2,-3$ for $s_{1/2},d_{3/2},d_{5/2}$, $W=\varepsilon-V$, $K=(1+W/2c^2)^{-1}$. The energy terms are
\begin{align}
\Delta\varepsilon_{\rm dir} &= -\int_0^{\lambda_0}\frac{d\lambda}{\lambda}\int_0^\infty(\varepsilon-V)\,Q^2\,dr ,\qquad \lambda=c^{-2},\label{eq:res1}\\
\Delta\varepsilon_{\rm ind} &= \int_0^\infty \frac{\Delta N(s)\,\bar N_{\rm orb}(s)}{s^2}\,ds+\langle\Delta v_x\rangle .\label{eq:res2}
\end{align}
$\Delta N(s)$ is the change in electron number inside $s$; $\bar N_{\rm orb}(s)$ is the orbital's probability there, from its density $\bar\rho_{\rm orb}$, averaged over the potential change. The Hartree part is
\begin{equation}
\langle\Delta V_H\rangle=\int_0^\infty\!dr\,\bar\rho_{\rm orb}(r)\int_r^\infty\!\frac{\Delta N(s)}{s^2}ds=\int_0^\infty\frac{\Delta N(s)\,\bar N_{\rm orb}(s)}{s^2}\,ds .
\label{eq:gauss}
\end{equation}
The first-order direct term, from Schr\"odinger quantities, is
\begin{equation}
\Delta\varepsilon^{(1)}=-\frac{1}{4c^2}\int W\,(DP)^2dr ,
\label{eq:first}
\end{equation}
\begin{equation}
\Delta\varepsilon^{(1)}=-\frac{\langle p^4\rangle}{8c^2}+\frac{\langle\nabla^2V\rangle}{8c^2}-\frac{\kappa+1}{4c^2}\left\langle\frac{V'}{r}\right\rangle .
\label{eq:pauli}
\end{equation}
Near the origin $DP\sim r,\,r^2,\,r^3$ for $s_{1/2},d_{3/2},d_{5/2}$. In
\begin{equation}
\tfrac12D^\dagger DP+VP=\varepsilon P+\frac{W^2}{2c^2}P+\frac{KV'}{4c^2}DP
\label{eq:outer}
\end{equation}
the last two terms are negligible outside the core, where a lower $\varepsilon$ at fixed $V$ contracts the orbital. With $a=Z/c$ and $\gamma=\sqrt{\kappa^2-a^2}$, the unscreened phase advance is
\begin{equation}
\pi\delta_\kappa,\qquad\delta_\kappa=|\kappa|-\gamma=0.1829,\ 0.0849,\ 0.0559\quad(|\kappa|=1,2,3),
\label{eq:delta}
\end{equation}
so $\Delta\varepsilon\approx-\pi\delta/\tau$, with $\tau$ the classical time between turning points. In the virial check, $T$ is the kinetic energy.

\subsection{The four corners}

Energies in hartree and radii in bohr ($1$ Ha $=27.2114$ eV, $1$ bohr $=0.529177$~\AA):

\begin{center}
\begin{tabular}{lcccc}
$\varepsilon$ & $A$ & $B$ & $C$ & $E$\\
$6s$ & $-0.12845$ & $-0.21759$ & $-0.10645$ & $-0.18626$\\
$5d_{3/2}$ & $-0.25834$ & $-0.37261$ & $-0.15791$ & $-0.25085$\\
$5d_{5/2}$ & $-0.25834$ & $-0.30431$ & $-0.15791$ & $-0.19486$\\
$5d$ avg & $-0.25834$ & $-0.33163$ & $-0.15791$ & $-0.21726$\\[4pt]
$\langle r\rangle$ & $A$ & $B$ & $C$ & $E$\\
$6s$ & 3.4184 & 2.7743 & 3.5732 & 2.8960\\
$5d_{3/2}$ & 1.5913 & 1.4569 & 1.7516 & 1.5823\\
$5d_{5/2}$ & 1.5913 & 1.5304 & 1.7516 & 1.6741\\
$5d$ avg & 1.5913 & 1.5010 & 1.7516 & 1.6374
\end{tabular}
\end{center}

For $6s$ the direct energy term is $-0.21759+0.12845=-0.08914$ Ha, which is $-0.08914\times27.2114=-2.426$ eV. The direct radius term is $2.7743-3.4184=-0.6441$ bohr, or $-0.6441\times0.529177=-0.3408$~\AA. The average at corner $E$ is $0.4\times1.5823+0.6\times1.6741=1.6374$ bohr. The same differences for all entries (last digits from the unrounded values) are:

\begin{center}
\begin{tabular}{lcccc}
$\Delta\varepsilon$ (eV) & direct & indirect & total & cross\\
$6s$ & $-2.426$ & $+0.853$ & $-1.573$ & $+0.254$\\
$5d_{3/2}$ & $-3.109$ & $+3.313$ & $+0.204$ & $+0.580$\\
$5d_{5/2}$ & $-1.251$ & $+2.978$ & $+1.727$ & $+0.245$\\
$5d$ avg & $-1.994$ & $+3.112$ & $+1.118$ & $+0.379$\\[4pt]
$\Delta\langle r\rangle$ (\AA) & direct & indirect & total & cross\\
$6s$ & $-0.3408$ & $+0.0644$ & $-0.2764$ & $-0.0175$\\
$5d_{3/2}$ & $-0.0711$ & $+0.0663$ & $-0.0048$ & $-0.0185$\\
$5d_{5/2}$ & $-0.0323$ & $+0.0761$ & $+0.0438$ & $-0.0088$\\
$5d$ avg & $-0.0478$ & $+0.0722$ & $+0.0244$ & $-0.0127$
\end{tabular}
\end{center}

The $5d_{3/2}$ level rises by $0.204$ eV while its radius shrinks by $0.0048$~\AA. The link between a higher level and a larger orbital was derived for one orbital with the outer potential held fixed, and here the potential changes; a constant added to $V$ over the orbital moves the level and leaves the radius alone.

\subsection{Weighing the direct term}

The integral \eqref{eq:res1}, evaluated by quadrature over $\lambda$, gives $-0.08914$, $-0.11427$ and $-0.04596$ Ha for $6s$, $5d_{3/2}$ and $5d_{5/2}$, equal to $B-A$. The fraction of the integral collected inside a radius $r$, and the probability of the Dirac orbital in $V_S$ inside $r$ (both read at the first grid point beyond each radius, less than $1\%$ further out), are:

\begin{center}
\begin{tabular}{lccc}
$r$ (bohr) & 0.01 & 0.1 & 0.5\\
$6s$ fraction & 0.474 & 0.975 & 0.999\\
$6s$ probability & 0.00003 & 0.00042 & 0.00696\\
$5d_{3/2}$ fraction & 0.007 & 0.898 & 0.992\\
$5d_{3/2}$ probability & 0.00000 & 0.00371 & 0.04317\\
$5d_{5/2}$ fraction & 0.000 & 0.449 & 0.989\\
$5d_{5/2}$ probability & 0.00000 & 0.00317 & 0.04087
\end{tabular}
\end{center}

Nearly half of the $6s$ shift comes from inside $0.01$ bohr, about half the $1s$ radius, and $97.5\%$ from a region that holds $0.04\%$ of the electron. The order of localization is the one predicted from the behaviour of $DP$.

The absolute sizes contradict the simple rule that $s$ orbitals feel the direct effect and $d$ orbitals do not. The direct shift of $5d_{3/2}$ exceeds that of $6s$, and the $5d$ average, $-0.07328$ Ha, is not far below it. The table shows why. Inside $0.1$ bohr the $6s$ orbital collects $0.975\times0.08914=0.0869$ Ha from a probability $0.00042$, about $2\times10^{2}$ Ha per unit probability. The $5d_{3/2}$ orbital collects $0.898\times0.11427=0.1026$ Ha from $0.00371$, about $28$ Ha per unit, and $5d_{5/2}$ collects $0.449\times0.04596=0.0206$ Ha from $0.00317$, about $6.5$ Ha per unit. The $s$ electron is far more strongly affected while it is in the core, but the compact $5d$ orbitals have about $7.5$ ($j=\tfrac52$) and $9$ ($j=\tfrac32$) times more probability there. Relative to its binding energy, $6s$ is shifted the most of the three, and it also contracts the most. For $6s$ the relative shift is $0.08914/0.12845=69\%$, with a radius change of $-0.6441/3.4184=-18.8\%$. For the $5d$ average it is $0.07328/0.25834=28\%$, with $-0.0903/1.5913=-5.7\%$.

The mechanism of Eq.~\eqref{eq:outer} was tested by integrating the Schr\"odinger equation in $V_S$ inward at the energy $B=-0.21759$ Ha. Between $1$ and $10$ bohr the result matches the Dirac $6s$ large component to $4.6\times10^{-5}$ of its maximum, whereas the Schr\"odinger $6s$ orbital differs from it by $0.28$. The decay constant rises from $\sqrt{2\times0.12845}=0.5068$ to $\sqrt{2\times0.21759}=0.6597$ bohr$^{-1}$, and ends at $0.6103$ bohr$^{-1}$ in the self-consistent Dirac atom.

\subsection{Weighing the indirect term}

The change in enclosed electron number is given for the $1s$--$5s$ and all $p$ shells together, for the $d$ and $f$ shells together, and for the whole atom including $6s$:

\begin{center}
\begin{tabular}{lccc}
$r$ (bohr) & $s,p$ core & $d,f$ & total\\
0.01 & $+0.213$ & $+0.000$ & $+0.213$\\
0.1 & $+0.468$ & $+0.118$ & $+0.586$\\
0.5 & $+0.568$ & $-0.260$ & $+0.309$\\
1.0 & $+0.620$ & $-0.180$ & $+0.448$\\
1.5 & $+0.262$ & $-0.231$ & $+0.055$\\
2.0 & $+0.055$ & $-0.212$ & $-0.063$\\
3.0 & $+0.001$ & $-0.097$ & $+0.073$
\end{tabular}
\end{center}

At the tabulated radii from $0.1$ to $1$ bohr the nucleus is screened by an extra $0.3$ to $0.6$ electron. This range contains the $4f$ shell and the inner part of the $5d$ orbital, which are pushed outward by the force $\Delta N/r^2$. At $0.1$ bohr even the $d,f$ group has moved inward, consistent with the contraction of $3d_{3/2}$. By $2$ bohr the $s,p$ excess has nearly died away, and without the $6s$ electron itself the balance is negative: $0.055-0.212=-0.157$ at $2$ bohr and $0.001-0.097=-0.096$ at $3$ bohr. At these two radii the nucleus is less screened by the other electrons than in the large-$c$ atom. At $1$ bohr it is more screened, by $0.620-0.180=0.440$ electron, so the net effect of the other electrons on $6s$ cannot be read from the outer region alone.

Equation~\eqref{eq:gauss}, evaluated group by group, gives in eV:

\begin{center}
\begin{tabular}{lccc}
source & $6s$ & $5d_{3/2}$ & $5d_{5/2}$\\
$1s$--$5s$ & $+0.367$ & $+1.828$ & $+1.629$\\
$p$ & $+0.512$ & $+2.730$ & $+2.445$\\
$3d,4d$ & $+0.044$ & $+0.237$ & $+0.212$\\
$4f$ & $-0.159$ & $-0.760$ & $-0.684$\\
$5d$ & $-0.618$ & $-2.187$ & $-2.055$\\
$6s$ & $+0.760$ & $+1.345$ & $+1.311$\\
exchange & $-0.053$ & $+0.119$ & $+0.120$\\
sum & $+0.853$ & $+3.313$ & $+2.978$
\end{tabular}
\end{center}

The sums equal $E-B$ from the eigenvalues. For $5d_{5/2}$ the $s,p$ core contributes $1.629+2.445=4.074$ eV, against $0.367+0.512=0.879$ eV for $6s$. The ratio of $4.6$ reflects $\bar N_{\rm orb}$, which is much larger for $5d$ than for $6s$ where the core excess sits. The expansion of $4f$ and of $5d$ itself returns $0.684+2.055=2.739$ eV: as the shell moves out its electrons repel one another less, and this feedback limits the expansion. The single $6s$ electron contributes a further $1.3$ eV. This is less than the limit $\Delta\langle1/r\rangle_{6s}$, which would apply if the $6s$ charge moved entirely outside the $5d$ orbital; part of it moves at radii that $5d$ occupies. Only the part of the shift that is constant over the $5d$ orbital moves the level without changing the radius.

For $6s$ the table holds a result that the total conceals. The other 78 electrons contribute $0.367+0.512+0.044-0.159-0.618=+0.146$ eV: the extra screening by the $s,p$ core is almost cancelled by the reduced screening of $4f$ and $5d$. The largest entry, $+0.760$ eV, is the repulsion of the one $6s$ electron with its own contracted charge. It is unphysical, and local exchange removes almost none of it: the exchange entry is only $-0.053$ eV, and nearly all of that comes from the change of the other shells and not of the $6s$ density. Without it the indirect term is $0.853-0.760=0.093$ eV, a small difference of larger numbers whose sign this model cannot fix, since a self-interaction-free potential would also change the orbitals. Within this model, the indirect effect of the other electrons on the $6s$ level is small beside the direct $-2.43$ eV; no self-consistent self-interaction-free calculation was made. How much of the indirect term survives depends on how the self-interaction is removed: with the densities frozen, taking the $6s$ charge out of the potential leaves about $+0.15$ eV, and an orbital-wise (Perdew--Zunger) correction leaves about $+0.5$ eV. The own-shell entries in the $5d$ columns also contain self-interaction. Its share was not separated in the table, and it differs between the two components, because $5d_{5/2}$ expands while $5d_{3/2}$ hardly changes.

\subsection{Path dependence and large $c$}

On the other path the $6s$ terms are $E-C=-0.18626+0.10645=-0.07981$ Ha and $C-A=+0.02200$ Ha. For the $5d$ average they are $-0.05935$ and $+0.10043$ Ha. For the radii, $6s$ has $2.8960-3.5732=-0.6772$ and $+0.1548$ bohr, and the $5d$ average has $1.6374-1.7516=-0.1142$ and $+0.1603$ bohr. Signs and orderings are unchanged, but the individual terms move by some $5$ to $30\%$, so ``the'' direct contribution has no meaning beyond that accuracy unless the path is stated. All energy cross terms are positive, as expected.

A full self-consistent calculation at $c=10c_0$ gave, multiplied by $100$ and in hartree:

\begin{center}
\begin{tabular}{lccccc}
 & Eq.~\eqref{eq:first} & direct & indirect & total & cross\\
$6s$ & $-0.06073$ & $-0.06093$ & $+0.02270$ & $-0.03824$ & $+0.00007$\\
$5d_{3/2}$ & $-0.10111$ & $-0.10123$ & $+0.10935$ & $+0.00812$ & $+0.00020$\\
$5d_{5/2}$ & $-0.04354$ & $-0.04356$ & $+0.10924$ & $+0.06568$ & $+0.00009$
\end{tabular}
\end{center}

The direct term agrees with first order to $0.3\%$ or better. The cross term is a few parts per thousand of the other terms, and a further factor $100$ gives $0.007$, $0.020$ and $0.009$ Ha, to be compared with $0.00934$, $0.02132$ and $0.00901$ Ha at $c_0$. The two $5d$ values follow $\lambda^2$ scaling to within $10\%$, while the $6s$ value at $c_0$ lies roughly a third above it. At this $c$ the split is unique in practice, and the indirect term is nearly the same for both $5d$ components, because at first order both have the Schr\"odinger density. The $j$ dependence is then almost entirely direct. By Eq.~\eqref{eq:pauli} the scalar part is $0.4(-0.10111)+0.6(-0.04354)=-0.06657$ Ha and the spin-orbit splitting is $0.10111-0.04354=0.05757$ Ha. The scalar direct term cancels about $60\%$ of the indirect $+0.109$ Ha; spin-orbit coupling cancels most of the rest for $j=\tfrac32$ and gives some back for $j=\tfrac52$. The small net change of the $5d_{3/2}$ level is the result of this numerical cancellation.

First order is not sufficient at the physical $c$. For $6s$ the full direct term is $0.08914/0.06073=1.47$ times the first-order value. Only part of this comes from the region where $W/2c^2$ is not small ($Z/r$ equals $2c_0^2$ at $r=79/37557.7=0.0021$ bohr): the unscreened $\delta=0.1829$ of Eq.~\eqref{eq:delta} exceeds its first-order value $a^2/2=0.1662$ by a factor of only $1.10$. In the estimate $\Delta\varepsilon\approx-\pi\delta/\tau$ the remainder has to come from the decrease of $\tau$ as the level deepens by $69\%$; this division was not computed separately. For $5d_{3/2}$ the factor is $0.11427/0.10111=1.13$ and for $5d_{5/2}$ it is $0.04596/0.04354=1.06$. The total energy behaves alike: $100\times(-17862.420+17852.550)=-987$ Ha, against $-19029.271+17852.550=-1177$ Ha.

\subsection{The $6s$--$5d$ spacing}

The difference $\varepsilon(6s)-\varepsilon(5d_{5/2})$ falls from $0.1299$ Ha ($3.535$ eV) to $0.0086$ Ha ($0.234$ eV). The direct terms contribute $-2.426+1.251=-1.175$ eV and the indirect terms $0.853-2.978=-2.125$ eV, together $-3.300$ eV. About two thirds of the closing is indirect on this path. In both parts the shifts of the two levels have the same sign and partly cancel, and the cancellation is stronger in the direct part. If the $6s$ self-interaction entry were removed, the indirect share would be larger. The spacing shows the direction of the relativistic approach of $5d$ and $6s$; its size is that of this model. It is not an excitation energy of the atom and not an absorption threshold of the metal.

\section{Where the statements cease to hold}

Equations~\eqref{eq:res1} and \eqref{eq:res2} are exact for a local, orbital-independent potential. In Dirac--Hartree--Fock theory the exchange operator is nonlocal and built from the four-component orbitals, so the mixed corners $B$ and $C$ need an added convention for how it acts on components of the other kinematics. With the Breit interaction or a relativistic exchange functional, $c$ enters the potential explicitly and supplies a third term that is neither direct nor indirect in the present sense.

The point nucleus requires $Z<c$ for real $\gamma$ at $|\kappa|=1$, so for these orbitals the direct term is analytic in $\lambda$ only up to $\lambda=Z^{-2}$, about three times $\lambda_0$ for gold. For larger $|\kappa|$ the exponent $\gamma$ stays real up to $\lambda=\kappa^2Z^{-2}$. A real nucleus has a radius of roughly $10^{-4}$ bohr. The part of the direct integral inside a small radius grows roughly as $r^{2\gamma}$, so the nuclear volume, a hundred times smaller in radius than the $0.01$ bohr that holds half the $6s$ shift, is expected to change that shift only slightly; this correction was not computed.

The negative sign of the direct energy term rests on $\varepsilon>V$ over the region where $Q$ is appreciable, which was verified here for the three valence orbitals of gold. The signs of the indirect terms follow from no inequality. They depend on which shells are occupied and where their $\Delta N$ lies relative to the orbital. The near cancellation for $6s$ needs the filled $4f$ and $5d$ shells, whose $-0.777$ eV offsets the $+0.879$ eV of the $s,p$ core, and it should not be carried over to atoms in which these shells are empty. The net change of $5d_{3/2}$, $-0.0048$~\AA\ out of terms of $\pm0.07$~\AA, is a small difference of larger numbers, and its sign should not be relied on without testing other treatments of exchange and correlation.

\section*{Computed values}
\begin{verbatim}
c0 = 137.035999 au, Z = 79, Z/c0 = 0.57649, 2c0^2 = 37557.7 Ha
1 Ha = 27.211386 eV, 1 bohr = 0.529177 A
gamma, |k|-gamma: |k|=1: 0.8171, 0.1829; |k|=2: 1.9151, 0.0849; |k|=3: 2.9441, 0.0559
basis ratio 1.7, min exp 0.005, sizes s,p,d,f [55, 55, 38, 33]; grid 1200 pts, 1e-9..60 bohr
bare nucleus: max rel error levels 4.2e-07, 1/c^2 term 2.2e-07
bare 1s <r>: Dirac 0.016672, Schr 0.018987 bohr, ratio 0.8781
E_tot: Schr -17852.550, c0 -19029.271, 10c0 -17862.420 Ha; iterations 12,12,9
virial: -T = -17852.550 Ha (Schr); -2c^2 sum Q^2 = -19029.265 Ha (c0)
<r> Schr s n=1.. (bohr): 0.0192 0.0808 0.2039 0.4492 1.0267 3.4184
<r> Schr p n=2.. (bohr): 0.0682 0.1942 0.4532 1.1190
<r> Schr d n=3.. (bohr): 0.1696 0.4612 1.5913
<r> Schr f n=4.. (bohr): 0.4871
<r>D/<r>S s1/2 n=1..: 0.8799 0.8728 0.8996 0.9064 0.9029 0.8472
<r>D/<r>S p1/2 n=2..: 0.8501 0.8943 0.9036 0.8961
<r>D/<r>S p3/2 n=2..: 0.9754 0.9752 0.9793 0.9863
<r>D/<r>S d3/2 n=3..: 0.9724 0.9804 0.9943
<r>D/<r>S d5/2 n=3..: 1.0006 1.0049 1.0520
<r>D/<r>S f5/2 n=4..: 1.0174
<r>D/<r>S f7/2 n=4..: 1.0318
A=[S,V_S] B=[D,V_S] C=[S,V_D] E=[D,V_D] | direct B-A, indirect E-B, total, cross
eps Ha 6s: -0.12845 -0.21759 -0.10645 -0.18626 | -0.08914 +0.03134 -0.05781 +0.00934
eps Ha 5d3/2: -0.25834 -0.37261 -0.15791 -0.25085 | -0.11427 +0.12176 +0.00749 +0.02132
eps Ha 5d5/2: -0.25834 -0.30431 -0.15791 -0.19486 | -0.04596 +0.10944 +0.06348 +0.00901
eps Ha 5d avg: -0.25834 -0.33163 -0.15791 -0.21726 | -0.07328 +0.11437 +0.04108 +0.01393
eps eV 6s: -3.495 -5.921 -2.897 -5.068 | -2.426 +0.853 -1.573 +0.254
eps eV 5d3/2: -7.030 -10.139 -4.297 -6.826 | -3.109 +3.313 +0.204 +0.580
eps eV 5d5/2: -7.030 -8.281 -4.297 -5.302 | -1.251 +2.978 +1.727 +0.245
eps eV 5d avg: -7.030 -9.024 -4.297 -5.912 | -1.994 +3.112 +1.118 +0.379
<r> bohr 6s: +3.4184 +2.7743 +3.5732 +2.8960 | -0.6441 +0.1217 -0.5224 -0.0330
<r> bohr 5d3/2: +1.5913 +1.4569 +1.7516 +1.5823 | -0.1344 +0.1254 -0.0091 -0.0350
<r> bohr 5d5/2: +1.5913 +1.5304 +1.7516 +1.6741 | -0.0609 +0.1437 +0.0828 -0.0166
<r> bohr 5d avg: +1.5913 +1.5010 +1.7516 +1.6374 | -0.0903 +0.1364 +0.0460 -0.0239
<r> A 6s: +1.8089 +1.4681 +1.8908 +1.5325 | -0.3408 +0.0644 -0.2764 -0.0175
<r> A 5d3/2: +0.8421 +0.7710 +0.9269 +0.8373 | -0.0711 +0.0663 -0.0048 -0.0185
<r> A 5d5/2: +0.8421 +0.8098 +0.9269 +0.8859 | -0.0323 +0.0761 +0.0438 -0.0088
<r> A 5d avg: +0.8421 +0.7943 +0.9269 +0.8665 | -0.0478 +0.0722 +0.0244 -0.0127
<r> total change %: 6s -15.28, 5d3/2 -0.57, 5d5/2 +5.20, 5d avg +2.89
eps(6s)-eps(5d5/2): Schr 0.1299 Ha 3.535 eV; c0 0.0086 Ha 0.234 eV
direct integral; fraction of it and probability inside r = 0.01, 0.1, 0.5 bohr
6s: -0.08914 Ha (eps<V part +9.6e-08); frac +0.474 +0.975 +0.999; prob +0.00003 +0.00042 +0.00696
5d3/2: -0.11427 Ha (eps<V part +5.9e-09); frac +0.007 +0.898 +0.992; prob +0.00000 +0.00371 +0.04317
5d5/2: -0.04596 Ha (eps<V part +1.2e-07); frac +0.000 +0.449 +0.989; prob +0.00000 +0.00317 +0.04087
indirect by source (eV): 1s-5s p 3d4d 4f 5d 6s exchange | sum
6s: +0.367 +0.512 +0.044 -0.159 -0.618 +0.760 -0.053 | +0.853 eV = +0.03134 Ha
5d3/2: +1.828 +2.730 +0.237 -0.760 -2.187 +1.345 +0.119 | +3.313 eV = +0.12176 Ha
5d5/2: +1.629 +2.445 +0.212 -0.684 -2.055 +1.311 +0.120 | +2.978 eV = +0.10944 Ha
Delta N(r) in electrons at r = [0.01, 0.1, 0.5, 1.0, 1.5, 2.0, 3.0] bohr
s,p core: +0.213 +0.468 +0.568 +0.620 +0.262 +0.055 +0.001
d,f shells: +0.000 +0.118 -0.260 -0.180 -0.231 -0.212 -0.097
total: +0.213 +0.586 +0.309 +0.448 +0.055 -0.063 +0.073
10c0 6s (x100, Ha): first-order -0.06073 | dir ind tot cross -0.06093 +0.02270 -0.03824 +0.00007
10c0 5d3/2 (x100, Ha): first-order -0.10111 | dir ind tot cross -0.10123 +0.10935 +0.00812 +0.00020
10c0 5d5/2 (x100, Ha): first-order -0.04354 | dir ind tot cross -0.04356 +0.10924 +0.06568 +0.00009
shooting 6s: -0.186256 Ha, basis -0.186256 Ha
shooting 5d5/2: -0.194861 Ha, basis -0.194861 Ha
outer 6s, 1-10 bohr, vs Schr eq at eps_B: rel dev Dirac P 4.6e-05, Schr orbital 2.8e-01
6s decay k=sqrt(-2eps), A B C E (1/bohr): +0.5068 +0.6597 +0.4614 +0.6103
\end{verbatim}
